Peak Bragg reflectivity of a thin perfect crystal and its kinematical limit

**1. A special case: every plane in phase**

Take a crystal layer of thickness t whose reflecting planes are parallel to its surface. It is set so that the waves reflected by all planes leave in phase. Let a thin slice of thickness dt reflect the small amplitude κ dt, with κ > 0.

The phase of this reflection follows from energy conservation. Send equal waves onto a symmetric slice from both sides. Each outgoing wave is the transmitted part of one plus the reflected part of the other. To first order in dt, with the common propagation phase removed, it is 1 + r_s. Without absorption its modulus must be 1, so r_s is imaginary. Write r_s = iκ dt; the opposite sign gives the same reflectivity.

Let a layer of thickness t reflect iρ(t), and add a slice on top. The new reflected wave consists of the slice's own reflection, the old reflection, and the old reflection sent down again by the slice and reflected once more:

i(ρ + dρ) = iκ dt + iρ + (iρ)(iκ dt)(iρ).

The last term equals −iκρ² dt. Transmission losses in the slice are of order dt², so

dρ/dt = κ(1 − ρ²), ρ(0) = 0, hence ρ = tanh κt.

The reflectivity is tanh²κt. If multiple reflection is ignored, the term −κρ² is missing and the result is (κt)², which exceeds 1 for κt > 1. It remains to find κ, to show that this setting gives the maximum over angle, and to measure the error of the simpler result.

**2. The wave equation and the two beams**

The axis z points into the crystal, θ is the glancing angle, λ the vacuum wavelength and k = 2π/λ. Time dependence is exp(−iωt). The electric field lies along y, parallel to the planes (sigma polarisation):

E_y = ψ(z) exp(ikx cos θ).

For planes of spacing d, set G = 2π/d and keep the average and first harmonic of the susceptibility:

χ(z) = χ₀ + 2χ_h cos Gz, with χ₀ and χ_h real.

Real values mean no absorption. Since E_y does not depend on y, div E = 0, and Maxwell's equations give

ψ″ + k²[sin²θ + χ(z)]ψ = 0.

Near the Bragg condition k sin θ ≈ G/2, write

ψ = a(z) exp(iGz/2) + b(z) exp(−iGz/2),

where a travels inward and b outward. The second derivative of the first term is

(a″ + iGa′ − G²a/4) exp(iGz/2),

and the second term follows by replacing G with −G and a with b. The part χ_h exp(iGz) of the susceptibility turns the b wave into an a wave; its conjugate does the reverse. Collect the terms in exp(±iGz/2), drop a″ and b″, and divide by G:

a′ = i(δa + κb),
b′ = −i(δb + κa),

κ = k²χ_h/G, δ = [k²(sin²θ + χ₀) − G²/4]/G.

This κ may have either sign; its modulus is the κ of section 1.

The dropped second derivatives are smaller than the kept first derivatives by about |κ|/G or |δ|/G. The non-resonant waves exp(±3iGz/2) have relative amplitude of order |κ|/(2G). The change of mean index at a surface reflects an amplitude of order |χ₀|/(4 sin²θ). All three must be small, and the last must also be small beside the Bragg amplitude. This excludes grazing incidence and layers of very few planes. With these conditions the boundary values are

a(0) = 1, b(t) = 0.

No wave enters from below, so the layer is taken as free of any interfering support.

**3. Reflectivity at any angle near the peak**

From the two equations,

d|a|²/dz = 2 Re(a*a′) = −2κ Im(a*b),
d|b|²/dz = 2 Re(b*b′) = 2κ Im(b*a) = −2κ Im(a*b).

Hence |a|² − |b|² is constant. With R = |b(0)|² and T = |a(t)|², equating its values at the two surfaces gives 1 − R = T.

Now eliminate a. The second equation gives κa = ib′ − δb. Differentiating it and using the first,

b″ = −iδb′ − iκa′
 = −iδb′ + δκa + κ²b
 = −iδb′ + δ(ib′ − δb) + κ²b
 = (κ² − δ²)b.

Let s² = κ² − δ². The solution that vanishes at z = t is b = c sinh[s(t − z)]. Its slope there is −cs, while the second equation gives b′(t) = −iκa(t). So c = iκa(t)/s. Taking |b(0)|²/|a(t)|² and using T = 1 − R,

R/(1 − R) = A² |sinh(st)/(st)|², A = |κ|t.

**4. The maximum over angle**

R/(1 − R) increases with R, so it suffices to maximise the right-hand side at fixed t. The deviation δ carries the angle; κ does not depend on θ.

For |δ| < |κ|, y = st is real and sinh(y)/y = 1 + y²/6 + … increases with y. The largest y is A, at δ = 0. For |δ| ≥ |κ|, s is imaginary or zero, and the ratio becomes |sin(y)/y| ≤ 1 with y = |s|t. This is below sinh(A)/A. The maximum is therefore at δ = 0, where

R/(1 − R) = sinh²A,

R_peak = sinh²A/(1 + sinh²A) = tanh²A.

The condition δ = 0 reads sin²θ = sin²θ_B − χ₀, where sin θ_B = G/(2k) = λ/(2d). To first order the peak is displaced from θ_B by

Δθ = −χ₀/sin 2θ_B.

This is refraction; for X-rays χ₀ is negative and the peak moves to a larger angle.

**5. The coupling in terms of the structure factor**

Well above their binding frequencies, electrons of density n respond as free ones, with

χ = −ne²/(ε₀mω²) = −r_e λ²n/π,

where r_e = e²/(4πε₀mc²) is the classical electron radius. The Fourier component of n belonging to the planes is F/V, where F is the structure factor and V the cell volume. The origin is chosen so that F is real. Thus χ_h = −r_e λ²F/(πV), and

|κ| = k²|χ_h|/G = (4π²/λ²)(r_e λ²|F|/πV)(d/2π) = 2d r_e|F|/V,

A = 2d r_e|F|t/V.

The wavelength has cancelled, apart from any dependence of F on it.

**6. Thin and thick layers**

The kinematical approximation leaves the inward wave undepleted: a = exp(iδz). The equation for b can then be written

d[b exp(iδz)]/dz = −iκ exp(2iδz).

Integrating from 0 to t with b(t) = 0, and setting x = δt,

b(0) = iκ ∫₀ᵗ exp(2iδz) dz = iκt exp(ix) sin(x)/x,

R_kin = A² sin²x/x².

Its peak is A². The error relative to the true peak is (A/tanh A)² − 1. To expand it, write

A/tanh A = (1 + A²/2 + A⁴/24 + …)/(1 + A²/6 + A⁴/120 + …) = 1 + pA² + qA⁴ + ….

Multiply by the denominator and compare powers:

p + 1/6 = 1/2, so p = 1/3;
q + p/6 + 1/120 = 1/24, so q = −1/45.

Squaring gives 2p = 2/3 for the A² term and p² + 2q = 1/9 − 2/45 = 1/15 for the next:

(A² − tanh²A)/tanh²A = 2A²/3 + A⁴/15 + ….

The leading relative error is 2A²/3, or two thirds of the peak reflectivity itself at this order. It is positive because tanh A < A. If a thickness is inferred from a measured absolute peak by setting R_peak = (|κ|t_kin)², the result is

t_kin = t tanh(A)/A ≈ t(1 − A²/3),

which is too small.

In the opposite limit, A ≫ 1,

1 − R_peak = 1/cosh²A ≈ 4 exp(−2A).

Further planes then add little, because the inward wave has already been reflected above them.

**7. The area has a different error**

A thickness can also be inferred from the area under the peak, so its error is needed too. Write S(x) = sin²x/x². In section 3, |sinh(st)/(st)|² is the function sin²√w/w at w = x² − A². Expand about w = x², using d/dw = (1/2x)d/dx:

R/(1 − R) = A²S − A⁴S′/(2x) + ….

Since R = X − X² + … for X = R/(1 − R),

R = A²S − A⁴[S′/(2x) + S²] + ….

The integrals follow from

S(x) = ∫₀² (1 − q/2) cos(qx) dq,

which integrates to (1 − cos 2x)/(2x²), as required. This is a Fourier integral with weight (1 − |q|/2)/2 on −2 < q < 2. Over all x, therefore,

∫S dx = 2π · 1/2 = π,

∫S² dx = 2π ∫₋₂² (1 − |q|/2)²/4 dq = 2π/3.

Differentiating S and using ∫sin(qx)/x dx = π for q > 0,

−∫S′/(2x) dx = (π/2) ∫₀² (q − q²/2) dq = (π/2)(2 − 4/3) = π/3.

Together,

∫R dx = πA² + A⁴(π/3 − 2π/3) + … = πA²(1 − A²/3 + …).

The kinematical area πA² is too large by the relative amount A²/3 at leading order, half the error of the peak. Multiple reflection lowers the centre more than it lowers the area as a whole. This does not make the area a better measure of thickness. Since dx = kt cos θ_B dθ, the kinematical area in angle is πκ²t/(k cos θ_B), proportional to t, whereas the kinematical peak goes as t². The thickness read from the area is therefore too small by A²/3 at leading order, the same as the thickness read from the peak.

Numerical integration of the two curves at A = 0.05 gives a difference of 0.3330 A² relative to the kinematical area, in agreement with the coefficient 1/3.

**8. Yttrium layers**

Consider the (0002) reflection of yttrium layers at λ = 0.154 nm. The lattice and scattering values are rough typical ones: d = 0.2865 nm, V = 0.06611 nm³, and 31 electrons per atom for the Bragg scattering factor. The two atoms in the cell scatter in phase, so |F| = 62. Then

|κ| = 2 × 0.2865 × 2.8179×10⁻⁶ × 62/0.06611 = 1.514×10⁻³ nm⁻¹.

The kinematical peak would reach 1 at t = 1/|κ| = 660 nm. For 1050 planes, t = 300.8 nm and

A = 1.5143×10⁻³ × 300.8 = 0.4555,
A² = 0.2075,
tanh²A = 0.18185.

The kinematical peak is too high by 14.1% of the true one. The leading term gives 13.8%, and adding A⁴/15, which is 0.3%, brings the estimate to 14.1%. The kinematical thickness would be 281.6 nm instead of 300.8 nm.

For 350 planes (100.3 nm) the error is 1.5%. For 3500 planes (1002.7 nm) the kinematical value is 2.31, an impossible reflectivity, while tanh²A = 0.825. The leading law puts the 1% error at

t = √(0.01 × 3/2)/|κ| = 80.9 nm.

These values were tested against the full second-order wave equation of section 2, integrated through every period with vacuum on both sides and without the two-beam approximation. Its peaks for the three layers are 0.02271, 0.18185 and 0.82524, equal to tanh²A in all printed digits. Higher harmonics of the density, left out of χ(z), lower these peaks by about 3×10⁻⁵ or less, which changes the last digit. The formula of section 4 gives a refraction shift of 4.85×10⁻⁵ rad; for the 350-plane layer the actual maximum lies 1 to 3% away from this, depending on where the surface cuts the period.

**9. What a real film changes**

*Absorption.* Let μ be the absorption coefficient for intensity. A wave scattered at depth z travels 2z/sin θ_B inside the layer, so its amplitude falls by exp(−μz/sin θ_B). For a thin layer, averaging this factor over depth gives 1 − μt/(2 sin θ_B), and the peak intensity is multiplied by about

1 − μt/sin θ_B.

This loss is linear in t, whereas the kinematical error is quadratic. Equating the leading terms gives

t = 3μ/(2κ² sin θ_B) = 128 nm

for the rough value μ = 5.25×10⁻⁵ nm⁻¹. Below this thickness the attenuation term is the larger of these two leading terms. The comparison leaves out the scattering by the absorptive part of the response, which partly offsets the attenuation. With it included, the two errors are already about equal for 350 planes (100.3 nm), at 1.5% each. Below about 30 nm the offset cancels most of the attenuation, and the kinematical error is again the larger.

For 350 planes μt/sin θ_B is 1.96%, but the full wave equation gives a loss of 1.51%. Most of the difference arises because the imaginary scattering factor, 2 electrons, also scatters. It raises |F|² by (2/31)² = 0.4%. For 1050 planes the computed loss is 4.9%. For 3500 planes it is about 10%, so the peak is 0.745 rather than 0.825, and the maximum no longer lies at δ = 0. In thicker yttrium layers 1 − R stays near 0.08, and the law 4 exp(−2A) of section 6 does not apply.

*Polarisation.* With the magnetic field H_y = φ(z) exp(ikx cos θ) along y (pi polarisation), the wave equation to first order in χ is

φ″ − (χφ′)′ + k²(sin²θ + χ cos²θ)φ = 0.

The b wave now feeds the a wave with coefficient k²χ_h cos²θ_B from the last term. The middle term contributes −χ_h(−iG/2)(iG/2) = −χ_hG²/4 = −k²χ_h sin²θ_B. Their sum is k²χ_h cos 2θ_B, so A is replaced by A|cos 2θ_B|. Here |cos 2θ_B| = 0.8555, and the 1050-plane peak becomes 0.1377. An unpolarised beam, averaging the two polarisations, has a peak 12% below the sigma value.

*Support.* A support of 500 planes with spacing 0.23 nm and the same susceptibilities changes the 1050-plane peak by only −0.04%. A few planes more or fewer can reverse the sign, with the change staying within about ±0.06%; a gap at the interface of a fraction of a plane spacing can bring it to 0.1–0.15%. These small values belong to well-separated peaks. If the support's peak overlaps that of the layer, their amplitudes interfere and the formula for an isolated layer does not apply.

*Mosaic tilt.* For a metal film this can be the largest correction. The perfect 1050-plane layer has a peak 0.0145° wide at half maximum. Suppose the film consists of side-by-side columns, each extending through the full thickness, with a Gaussian spread of tilts of 0.1° full width, a rough value for metal films. Suppose also that each column is much wider than 2t cot θ_B = 2.2 µm, the sideways run of the beam inside the layer, so that it reflects as a separate layer. If the detector accepts all reflected beams and their intensities add, the maximum falls to 0.026, or 0.145 of tanh²A.

The spread is much broader than the intrinsic peak, so the averaged maximum is nearly proportional to the area under that peak. Its kinematical error should therefore approach the area law. The computed error is 7.2%, close to A²/3 = 6.9% and about half the 14.1% of the perfect layer. In narrower columns, which are common in metal films, the beam crosses between regions of different tilt. The formula for a separate layer then no longer applies to each column, and neither does this error estimate.

Thus tanh²A describes a perfect layer with negligible absorption, or one such wide column, in a well-collimated, monochromatic, sigma-polarised beam. It should not be equated with the raw rocking-curve maximum of a film whose tilt spread exceeds its intrinsic width.

Computed values

```
Rough inputs: yttrium (0002) layer
wavelength = 0.154 nm
lattice a, c = 0.365, 0.573 nm
plane spacing d = 0.2865 nm
cell volume V = 0.06611 nm^3
atomic factor: forward 39, Bragg 31, imaginary 2 electrons
structure factor |F| = 62 electrons
classical electron radius = 2.8179e-06 nm
Bragg angle = 15.591 deg
chi0 = -2.510e-05, chi_h = -1.995e-05 (no unit)
A per thickness = 1.5143e-03 1/nm
thickness where A = 1: 660.4 nm
refraction shift of peak = 4.848e-05 rad
planes, t/nm, A, tanh^2 A, full-wave peak, A^2
350, 100.3, 0.1518, 0.02271, 0.02271, 0.02306
1050, 300.8, 0.4555, 0.18185, 0.18185, 0.20751
3500, 1002.7, 1.5184, 0.82524, 0.82524, 2.30568
relative error of A^2: planes, full wave, tanh law, 2A^2/3 (%)
350, 1.54, 1.54, 1.54
1050, 14.11, 14.11, 13.83
thickness for 1% error (leading law) = 80.9 nm
area error / A^2 at A = 0.05: 0.3330 (no unit)
Neglected effects, layer of 300.8 nm
kinematical thickness reading = 281.6 nm
absorption coefficient mu = 5.251e-05 1/nm
mu t/sin(theta_B), 350 planes = 1.96 %
peak change by absorption, 350 planes = -1.51 %
peak change by absorption, 1050 planes = -4.88 %
absorption = extinction error (leading laws) at 127.8 nm
|cos(2 theta_B)| = 0.8555 (no unit)
pi-polarised peak = 0.13773 (no unit)
peak change, unpolarised light = -12.13 %
support: 500 planes, spacing 0.23 nm, same chi
peak change by support = -0.038 %
intrinsic peak width (FWHM) = 0.0145 deg
rough mosaic tilt spread (FWHM) = 0.10 deg
mosaic-averaged maximum = 0.02643 (no unit)
its ratio to tanh^2 A = 0.145 (no unit)
kinematical error of that maximum = 7.17 %
area law A^2/3 = 6.92 %
```
